# Space-charge-limited current through exponentially distributed traps: the Mark-Helfrich law, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Trapped charge and the equation for the field

### Definitions and conventions

A semiconductor film fills the region $0<x<L$. Electrons enter at $x=0$, move towards positive $x$, and leave at $x=L$. No holes are present. The algebra is in atomic units, $\hbar=m_e=e=4\pi\varepsilon_0=1$, so that a potential difference and the energy it gives to an electron have the same numerical value. The relative permittivity of the film is $\kappa$. Numerical values are in engineering units.

The electron charge is negative, so the electric field that drives electrons towards positive $x$ points towards negative $x$. To avoid carrying this sign, $F$ denotes the force on an electron along positive $x$, which is minus the electric field component. Likewise $J$ is the magnitude of the current density, and
$$V=\int_0^L F\,dx$$
is the potential drop across the film. If the two electrodes have different work functions, a built-in voltage must be allowed for before $V$ is compared with the voltage of a source.

Electrons move in transport states near one energy, the transport level. Their density is $n$, their mobility is $\mu$, and the effective density of transport states is $N_c$. Below this level lie traps, in which an electron does not move. A trap at depth $E>0$ needs the energy $E$ to release its electron. The density of traps per unit volume and energy is
$$g(E)=\frac{N_t}{kT_t}\,e^{-E/kT_t}. \tag{1}$$
Its integral over all depths is $N_t$, the total trap density. The trap temperature $T_t$ expresses the width $kT_t$ of the distribution and is not the temperature of anything. The film has temperature $T$, and the ratio that governs the problem is
$$l=\frac{T_t}{T}.$$

The result to be derived is that, for $l>1$ and within a window of voltage, the steady current obeys $J\propto V^{l+1}/L^{2l+1}$. The conditions that define the window are stated as they enter.

### Occupation of a trap in the steady state

In the multiple-trapping picture an electron alternates between motion in the transport states and rest in a trap. Let $f$ be the probability that a trap of depth $E$ is filled, each trap holding at most one electron. An empty trap captures at the rate $bn$, and a filled trap releases at the rate $r(E)$. In the steady state the two flows cancel for each trap:
$$b\,n\,(1-f)=r(E)\,f .$$
This assumes that traps exchange electrons with the transport states and not directly with each other.

The ratio of the two coefficients is fixed by thermal equilibrium. With the Fermi level at depth $E_F$ below the transport level, and with free electrons dilute enough for Boltzmann statistics,
$$n=N_c\,\theta,\qquad \theta=e^{-E_F/kT}\ll1 .$$
The equilibrium occupation of a state at depth $E$, whose energy is $-E$ from the transport level, is
$$f=\frac{1}{1+e^{(E_F-E)/kT}} .$$
Hence $(1-f)/f=e^{(E_F-E)/kT}$. The balance equation gives
$$r(E)=b\,N_c\,e^{-E_F/kT}e^{(E_F-E)/kT}=b\,N_c\,e^{-E/kT},$$
in which $E_F$ has cancelled. If this release coefficient still holds while current flows, the balance equation gives
$$f=\frac{bn}{bn+r(E)}=\frac{1}{1+e^{-E/kT}/\theta},\qquad \theta=\frac{n}{N_c}. \tag{2}$$
This is the Fermi function again, with $E_F$ now a local quantity, the depth of the quasi-Fermi level, defined by the local free density. The assumption behind (2) is that the field does not change the ratio of release to capture. At high field it fails badly for traps that are positively charged when empty, as Part II shows, so the traps are taken to be neutral when empty. For neutral traps it remains an assumption, which also becomes less safe as the field grows.

If spin gives a trap a degeneracy factor $s$ that favours the filled state, $\theta$ in (2) becomes $s\theta$. The formulas for trapped charge then hold with $N_c$ replaced by $N_c/s$ wherever it enters through the traps. Here $s=1$.

### The trapped density as one integral

The trapped density is
$$n_t=\int_0^\infty g(E)\,f(E)\,dE .$$
The variable $y=e^{-E/kT_t}$ runs from 1 at $E=0$ to 0 at infinite depth. Since $dy=-(y/kT_t)\,dE$, equation (1) gives $g\,dE=-N_t\,dy$. The minus sign reverses the limits. The exponential in (2) becomes
$$e^{-E/kT}=\left(e^{-E/kT_t}\right)^{T_t/T}=y^l .$$
Therefore
$$\frac{n_t}{N_t}=\int_0^1\frac{dy}{1+y^l/\theta}. \tag{3}$$
The ratio of trapped charge to trap density depends on $\theta$ and $l$ alone.

### At which depth the trapped electrons sit

The density of trapped electrons per unit energy is the product $gf$. Differentiating the Fermi function gives $d\ln f/dE=(1-f)/kT$, so
$$\frac{d}{dE}\ln(gf)=-\frac{1}{kT_t}+\frac{1-f}{kT}.$$
This vanishes where $1-f=T/T_t=1/l$. Such a point requires $l>1$. There $f/(1-f)=l-1$, and the Fermi function gives the depth
$$E=E_F+kT\ln(l-1).$$
When this depth is positive, it is the maximum of $gf$. For $l=4$ the maximum lies $1.1\,kT$ below the quasi-Fermi level, where three quarters of the traps are full. Much shallower traps are more numerous but nearly empty. Much deeper traps are nearly full but rare. The trapped charge thus follows the quasi-Fermi level as it moves through the distribution.

For $l\le1$ the derivative is negative at every depth, because $1-f<1\le1/l$. The product $gf$ is then largest at the shallow edge of the distribution, whatever the position of the quasi-Fermi level. For $l$ well below 1 most trapped electrons lie near that edge. At $l=1$ they are spread almost evenly from the edge down to the quasi-Fermi level. In neither case do they gather around the quasi-Fermi level, and this is the physical origin of the condition $l>1$.

### Small filling for $l>1$

Write the integral in (3) as the integral from 0 to infinity minus the integral from 1 to infinity. Both converge for $l>1$. In the first, set $y=\theta^{1/l}z$:
$$\int_0^\infty\frac{dy}{1+y^l/\theta}=\theta^{1/l}\,c,\qquad c=\int_0^\infty\frac{dz}{1+z^l}.$$

The constant $c$ follows from a contour in the complex $z$ plane. The contour runs from 0 to $R$ along the real axis, along an arc to the angle $2\pi/l$, and back to 0 along that ray. On the ray $z=\rho e^{2\pi i/l}$, so $z^l=\rho^l$. The outward integral on the ray is therefore $e^{2\pi i/l}c$ as $R\to\infty$, and it is traversed inward. The arc contributes an amount of order $R^{1-l}$, which vanishes for $l>1$. The sector encloses one pole, at $z_0=e^{i\pi/l}$, with residue
$$\frac{1}{l z_0^{\,l-1}}=\frac{z_0}{l z_0^{\,l}}=-\frac{e^{i\pi/l}}{l}.$$
The residue theorem gives
$$\left(1-e^{2\pi i/l}\right)c=-\frac{2\pi i}{l}\,e^{i\pi/l}.$$
Division by $e^{i\pi/l}$ turns the bracket into $e^{-i\pi/l}-e^{i\pi/l}=-2i\sin(\pi/l)$, and so
$$c=\frac{\pi/l}{\sin(\pi/l)}. \tag{4}$$

In the second integral $y\ge1$ and $\theta<1$, so the integrand can be expanded in powers of $\theta y^{-l}$:
$$\frac{1}{1+y^l/\theta}=\frac{\theta y^{-l}}{1+\theta y^{-l}}=\theta y^{-l}-\theta^2y^{-2l}+\dots$$
Since $\int_1^\infty y^{-ml}\,dy=1/(ml-1)$ for each positive integer $m$,
$$\frac{n_t}{N_t}=c\,\theta^{1/l}-\frac{\theta}{l-1}+\frac{\theta^2}{2l-1}-\dots \tag{5}$$
To leading order at small $\theta$,
$$n_t=c\,N_t\left(\frac{n}{N_c}\right)^{1/l}. \tag{6}$$

The series (5), carried to ten correction terms, was tested against direct quadrature of the occupation integral for $l=1.5$, 2 and 4, each at $\theta=10^{-7}$, $10^{-4}$ and $10^{-2}$. In all nine cases the relative difference was below $10^{-6}$.

The first correction in (5), relative to the leading term, has magnitude $\theta^{1-1/l}/[c(l-1)]$. As $l$ approaches 1 from above, $c(l-1)$ tends to 1 while the power of $\theta$ tends to zero. Equation (6) then requires
$$\left(1-\frac1l\right)\ln\frac1\theta\gg1 .$$
A value of $l$ barely above one is thus not enough at a given $\theta$.

### What a sharp Fermi edge would give

Suppose every trap deeper than $E_F$ were full and every shallower trap empty. Then
$$n_t=\int_{E_F}^\infty g\,dE=N_te^{-E_F/kT_t}=N_t\theta^{1/l},$$
which is (6) with $c=1$. The power of $n$ is the same, but the coefficient is too small, because $c>1$: the ratio $u/\sin u$ exceeds one for $0<u<\pi$. The thermal tail of the Fermi function fills more of the abundant shallow traps than it empties of the deep ones.

At a given trapped density, (6) gives $n=N_c[n_t/(cN_t)]^l$. Replacing $c$ by 1 therefore overstates the free density by the factor $c^l$. For $l=4$, $c=1.111$ and $c^l=1.52$. For large $l$, the expansion $u/\sin u\approx1+u^2/6$ gives $c^l\approx1+\pi^2/(6l)$, so the error disappears slowly as the distribution becomes broad compared with $kT$.

### The case $l\le1$

For $l<1$ the integrand of (3) is at most $\theta y^{-l}$, which is integrable down to $y=0$. Its ratio to this bound tends to one at each $y>0$ as $\theta\to0$. The leading term is therefore
$$\frac{n_t}{N_t}=\theta\int_0^1y^{-l}\,dy=\frac{\theta}{1-l}. \tag{7}$$
Trapped and free densities are now proportional, provided that $(1/l-1)\ln(1/\theta)\gg1$. A value of $l$ barely below one is thus not enough at a given $\theta$. At $l=1$ the integral is elementary, $n_t/N_t=\theta\ln(1+1/\theta)$, and the proportionality is modified by a logarithm.

### Transport and Poisson's equation

In the steady state the free electrons alone carry current, and $J$ is the same at every $x$. If drift dominates over diffusion,
$$J=\mu nF. \tag{8}$$
The mobility is taken as constant. Let $\mathcal E=-F$ be the electric field. Gauss's law in atomic units is $d\mathcal E/dx=4\pi\rho/\kappa$, with charge density $\rho=-(n+n_t)$. The two minus signs cancel:
$$\frac{dF}{dx}=\frac{4\pi}{\kappa}(n+n_t). \tag{9}$$
No fixed positive charge appears, which means that the film would be neutral without the injected electrons. A small background density is considered in Part II.

The injecting contact is ohmic: it can supply more electrons than the film can carry away. In a theory with drift alone this is expressed by
$$F(0)=0. \tag{10}$$
By (8) the free density then diverges at $x=0$. The divergence belongs to the idealisation. It is harmless to the leading law if the layer in which the approximations fail is thin enough, a condition that diffusion makes demanding.

### The square law for shallow traps

For $l<1$, equations (7) and (9) combine into
$$\frac{dF}{dx}=\frac{4\pi n}{\kappa}\left[1+\frac{N_t}{N_c(1-l)}\right].$$
Call the bracket $B$ and define $\mu_r=\mu/B$. With $n=J/(\mu F)$,
$$F\frac{dF}{dx}=\frac{4\pi J}{\kappa\mu_r},\qquad F^2=\frac{8\pi Jx}{\kappa\mu_r}.$$
Because $F\propto x^{1/2}$, the potential drop is $V=\tfrac23LF(L)$. Substituting $F(L)=3V/(2L)$ into the second equation at $x=L$ gives
$$J=\frac{\kappa\mu_rF(L)^2}{8\pi L}=\frac{9\kappa\mu_r}{32\pi}\frac{V^2}{L^3}. \tag{11}$$
This is the trap-free square law with a reduced mobility. Traps with $l<1$ lower the current but do not change its exponents.

A test used $l=0.5$, $N_t=100N_c$, $L=30$ µm and the current that (11) assigns to 10 V. Here $B=1+100/0.5=201$. Poisson's equation was integrated with the full occupation integral in place of (7). The voltage agreed with 10 V within one percent, and the numerical powers of $V$ and $L$ in the current were $2.0000$ and $-3.0000$.

### The equation for the field when $l>1$

For $l>1$ the ratio of free to trapped charge follows from (6):
$$\frac{n}{n_t}=\frac{N_c}{cN_t}\,\theta^{1-1/l}. \tag{12}$$
It vanishes as $\theta\to0$, but since $N_c$ may far exceed $N_t$, the condition $n\ll n_t$ can be much stricter than $\theta\ll1$. When it holds, $n$ can be dropped from (9), though not from (8), where it is the whole current. Eliminating $n=J/(\mu F)$ from (6) gives
$$\frac{dF}{dx}=\frac{4\pi cN_t}{\kappa}\left(\frac{J}{\mu N_cF}\right)^{1/l}.$$
Multiplication by $F^{1/l}$ separates the variables:
$$F^{1/l}\frac{dF}{dx}=A,\qquad A=\frac{4\pi cN_t}{\kappa}\left(\frac{J}{\mu N_c}\right)^{1/l}. \tag{13}$$
The quantity $A$ does not depend on $x$, because $J$ does not.

## Part II. The current, its window of validity, and an example

### Symbols and results carried over

The film has thickness $L$, potential drop $V$, permittivity $\kappa$ and temperature $T$. The force on an electron is $F$, with $F(0)=0$. Free electrons have density $n=N_c\theta$ and mobility $\mu$. Traps have total density $N_t$ and width $kT_t$, with $l=T_t/T>1$. At small filling the trapped density is $n_t=cN_t\theta^{1/l}$, where $c=(\pi/l)/\sin(\pi/l)$. For $n\ll n_t$, drift and Poisson's equation give $F^{1/l}\,dF/dx=A$ with
$$A=\frac{4\pi cN_t}{\kappa}\left(\frac{J}{\mu N_c}\right)^{1/l}.$$

### From the field to the current

Integrating from the contact, where $F=0$, gives
$$\frac{l}{l+1}F^{(l+1)/l}=Ax,\qquad F(x)=\left[\frac{(l+1)Ax}{l}\right]^{l/(l+1)}. \tag{14}$$
Thus $F(x)=F(L)(x/L)^{l/(l+1)}$. A second integration uses $1+l/(l+1)=(2l+1)/(l+1)$:
$$V=\int_0^LF\,dx=\frac{l+1}{2l+1}\,F(L)L,\qquad F(L)=\frac{2l+1}{l+1}\frac VL. \tag{15}$$

To isolate $J$, evaluate the first equation of (14) at $x=L$ and raise it to the power $l$:
$$\left(\frac{l}{l+1}\right)^lF(L)^{l+1}=A^lL^l=\left(\frac{4\pi cN_t}{\kappa}\right)^l\frac{J}{\mu N_c}L^l .$$
Solving for $J$ and inserting (15) gives the Mark-Helfrich law:
$$J=\mu N_c\left[\frac{\kappa l}{4\pi cN_t(l+1)}\right]^l\left(\frac{2l+1}{l+1}\right)^{l+1}\frac{V^{l+1}}{L^{2l+1}}. \tag{16}$$
One factor $L^{-l}$ comes from Poisson's equation and another $L^{-(l+1)}$ from the field. In SI units $\kappa/4\pi$ becomes $\kappa\varepsilon_0/e$ inside the bracket, and the whole expression is multiplied by $e$.

The exponents were tested by integrating Poisson's equation with the full occupation integral and the free charge retained. The film was 30 µm thick, and the current was the one that (16) assigns to 10 V. The trap and transport parameters were those of the example below, except that $l$ was set to 2 or 4. The powers of $V$ and $L$ came out as $2.9997$ and $-4.9994$ for $l=2$, and as $5.0000$ and $-9.0000$ for $l=4$.

For $l>1$, small trap filling, $n\ll n_t$ and drift with constant mobility, the current follows the Mark-Helfrich law (16), whose exponents have been confirmed numerically. What remains is to explain its steepness, apply it to a worked example, and examine the corrections and limits that set its window of validity.

All numerical values are calculated from the stated model.
